Why additive bonds on a square lattice skip critical size two

**Question**

I am working through Walton nucleation on a square lattice. Adatoms attract only their nearest neighbours, and each bond contributes the same energy Eb. I have to compare the nucleation rates for different critical sizes and show that, on heating, the critical size goes directly from one to three.

I expected the sequence 1, 2, 3, because a dimer is easier to break than a trimer. Writing down the rates for i = 1, 2 and 3, I find that all three cross at a single temperature, which looks like an accident. Why does size two drop out? How do I know that size four or some larger cluster does not take over instead? And does the result survive once I count the different shapes of a trimer?

**Answer**

The triple crossing follows from the bond numbers 0, 1, 2 of the first three clusters. It holds for the exponential part of Walton's rates. Counting shapes shifts the crossing temperature and opens a narrow window for size 2, and a diagonal attraction can open a wider one, so I treat those separately.

**The rates**

Let N0 be the density of lattice sites, x ≪ 1 the number of adatoms per site, and w the hop rate of an adatom. Only single adatoms move. Energies are measured from separated adatoms on the surface, so a cluster with b bonds has energy −b Eb. Define

y = exp(Eb/kT), u = xy.

If clusters of i atoms are in equilibrium with the adatoms, each atom contributes a factor x and each bond a factor y. At low temperature the shape with the most bonds, b_i, dominates:

n_i = N0 x^i y^(b_i).

The cluster grows when another adatom arrives, at a rate proportional to wx. With all numerical amplitudes set to one for now,

J_i = w N0 x^(i+1) y^(b_i).

The critical size is the i with the smallest J_i, since that step is the bottleneck. A single atom has no bond, a dimer has one, and a trimer has two, whether straight or bent. Therefore

J_1 = w N0 x²
J_2 = w N0 x³ y = u J_1
J_3 = w N0 x⁴ y² = u² J_1.

It follows that J_2² = J_1 J_3. The dimer rate is the geometric mean of the other two, so it lies between them and cannot be the sole minimum. For u > 1 the smallest of the three is J_1; for u < 1 it is J_3; at u = 1 they are equal.

Physically, the second atom and the third atom each bring one bond. Both additions cost the same factor x and gain the same factor y, so they become unfavourable together. The fourth atom can close a square and bring two bonds, which is why the bottleneck then sits at the trimer.

**Excluding every larger size**

We need b_i for all i. Draw each atom as a unit square. The i squares have 4i sides; each bond uses two of them, and the rest form the perimeter P:

4i = 2b + P.

Let the cluster just fit in a p × q box. Each of its p columns and q rows contains at least one atom and so contributes at least two perimeter sides. Hence P ≥ 2(p+q). The box must hold i atoms, so pq ≥ i, and p+q ≥ 2√(pq) ≥ 2√i. Since p+q is an integer,

b ≤ 2i − ⌈2√i⌉.

The bound is reached. Put m = ⌈2√i⌉ and take a box with sides ⌊m/2⌋ and ⌈m/2⌉. Its area is ⌊m²/4⌋ ≥ i. Filling it row by row gives a cluster whose perimeter is no larger than 2m. Thus

b_i = 2i − ⌈2√i⌉ = 0, 1, 2, 4, 5, 7, 8, 10, ... for i = 1, 2, 3, ...

Now write x = y^(−a), so that a > 1 means u < 1. Then

J_i = w N0 y^(b_i − a(i+1)),

and the smallest exponent wins.

*Case a < 1.* Relative to size 1, the exponent of size i is b_i − a(i−1). A connected cluster has at least i−1 bonds, so this is at least (1−a)(i−1), which is positive for i > 1. The critical size is 1.

*Case 1 < a < 3/2.* Sizes 1 and 2 lose to 3, as shown above. For i ≥ 4 the exponent relative to size 3 is

b_i − 2 − a(i−3).

It is positive if b_i − 2 ≥ (3/2)(i−3), that is, if b_i ≥ (3i−5)/2. For i = 4 to 8 the right side is 3.5, 5, 6.5, 8, 9.5, while b_i is 4, 5, 7, 8, 10. For i ≥ 9 use ⌈2√i⌉ < 2√i + 1:

b_i − (3i−5)/2 > 2i − 2√i − 1 − (3i−5)/2
= (i − 4√i + 3)/2
= (√i − 1)(√i − 3)/2 ≥ 0.

So the critical size is 3 throughout this range. At a = 1 sizes 1, 2 and 3 tie, because b_i ≥ i for every larger size.

The equalities at i = 5 and 7 show where the range ends: at a = 3/2 sizes 3, 5 and 7 tie. When a rises slightly further, the exponent of size i relative to size 3 falls by (i−3) times the increase, so 7 wins. For equal amplitudes the next change is therefore again a jump, from 3 to 7. This tie is as marginal as the first, so unequal amplitudes can open a window for size 5.

**The transition temperature**

The argument so far uses only x. To obtain a temperature, take the regime where adatoms are lost mainly by desorption. With F arrivals per site and second, attempt frequency ν and desorption energy Ea, the balance F = x ν exp(−Ea/kT) gives

x = (F/ν) exp(Ea/kT).

Let L = ln(ν/F). Then

ln u = (Ea + Eb)/kT − L,

and u = 1 at

T13 = (Ea + Eb)/(kL).

Below T13 the critical size is 1; above it, 3. The upper end follows from ln(1/x) = (3/2)Eb/kT, or L − Ea/kT = (3/2)Eb/kT:

T37 = (Ea + 3Eb/2)/(kL).

With w = ν exp(−Ed/kT), where Ed is the diffusion energy, the slope of ln J_i against 1/kT is (i+1)Ea + b_i Eb − Ed. It changes from 2Ea − Ed to 4Ea + 2Eb − Ed at the jump. At fixed temperature x ∝ F, so the rate changes from F² to F⁴.

**Numbers**

Take Ea = 0.40 eV, Ed = 0.20 eV, Eb = 0.50 eV, ν = 10¹² s⁻¹, a site spacing of 0.40 nm and a flux of 10¹³ cm⁻² s⁻¹. Then N0 = 6.25 × 10¹⁴ cm⁻², F = 10¹³/(6.25 × 10¹⁴) = 0.016 s⁻¹ and L = 31.77. Hence

T13 = 0.90 eV/(31.77 k) = 328.8 K (55.6 °C)
T37 = 1.15 eV/(31.77 k) = 420.1 K.

At T13, x = 2.166 × 10⁻⁸ and w = 8.595 × 10⁸ s⁻¹, so

J_1 = 8.595 × 10⁸ × 6.25 × 10¹⁴ × (2.166 × 10⁻⁸)² = 2.52 × 10⁸ cm⁻² s⁻¹,

and J_2 and J_3 have the same value. On either side, in cm⁻² s⁻¹:

300 K, u = 21.06: J_1 = 1.92 × 10⁹, J_2 = 4.05 × 10¹⁰, J_3 = 8.52 × 10¹¹
360 K, u = 0.0636: J_1 = 4.02 × 10⁷, J_2 = 2.55 × 10⁶, J_3 = 1.63 × 10⁵.

The order reverses, with J_2 in the middle both times. The slope changes from 0.80 − 0.20 = 0.60 eV to 1.60 + 1.00 − 0.20 = 2.40 eV.

**Counting the shapes**

Suppose that every empty site along a cluster's edge is filled at rate wx, and that clusters of a given size change shape quickly enough to stay in equilibrium among themselves. The first assumption neglects the depletion of adatoms around a cluster, so the absolute rates are upper estimates and the exact window below depends on it. (With capture limited by lattice diffusion, w taken as the total hop rate and about 900 hops per adatom lifetime, the amplitudes defined below drop to about 0.54, 1.2 and 3.8. The window then lies near 337 to 341 K and the largest dimer share is 0.38, so the conclusions below are unchanged.) An adatom has 4 edge sites. A dimer has 2 orientations with 6 edge sites each. There are 2 straight trimers with 8 edge sites and 4 bent ones with 7. The amplitudes are

A = 4, B = 2·6 = 12, C = 2·8 + 4·7 = 44,

so J_1 : J_2 : J_3 = 4 : 12u : 44u². Now J_2 < J_1 requires u < 1/3, and J_2 < J_3 requires u > 12/44 = 3/11. Both can hold, so size 2 does become the smallest in a narrow window. In general a window exists if B² < AC; here 144 < 176. Since T = (Ea+Eb)/[k(L + ln u)], the window runs from 340.6 to 342.8 K, a width of 2.2 K. Counting also moves the crossing of J_1 and J_3 to u = 1/√11, that is, from 328.8 to 341.7 K.

Does this create an observable regime with critical size two? Consider the steady flow through all sizes. Let φ_i be the actual density of size i divided by its equilibrium density. Detailed balance makes the equilibrium forward and backward flows between i and i+1 both equal to J_i, so the net flow is

J = J_i (φ_i − φ_(i+1)).

Divide by J_i and sum from φ_1 = 1 to a large size where φ = 0:

1/J = Σ 1/J_i.

The steps act as resistances in series. Keeping the first three, which suffices well below T37,

J = w N0 x² / [1/4 + 1/(12u) + 1/(44u²)].

As a test, I solved the steady master equation for individual shapes up to five atoms, with a sink at six and a shape-relaxation rate of 0.1w, far above the rate w/y at which a single bond breaks. At 290, 328.8, 341, 360 and 380 K its flux differed from this formula by at most 8 × 10⁻⁴ of the formula's value.

Let p_i be the share of step i in the total resistance. At fixed T the resistance 1/J_i varies as x^(−(i+1)), so

d ln J/d ln x = Σ p_i (i+1) = 1 + ⟨i⟩.

Differentiating the shares gives dp_i/d ln x = −p_i (i − ⟨i⟩), and therefore

d⟨i⟩/d ln x = −Σ i p_i (i − ⟨i⟩) = −Var(i).

A plateau at ⟨i⟩ = 2 would need a small variance there. But ⟨i⟩ = 2 means p_1 = p_3, so the variance is p_1 + p_3 = 1 − p_2. The share p_2 is limited: the first and third resistances add up to at least twice their geometric mean, 2/(u√(AC)), while the second is 1/(Bu). Hence

p_2 ≤ 1/(1 + 2B/√(AC)) = 0.356.

With these amplitudes the dimer step never supplies even half the resistance. The master equation gives d⟨i⟩/d ln x = −0.644 at the midpoint, in agreement with −(1 − 0.356). The flux exponent passes through 3 on its way from 2 to 4 without settling there. The crossover is broad: ⟨i⟩ is 1.25 at 325 K, 2 at 342 K and 2.75 at 360 K. A measurement made at one temperature near 342 K could thus suggest a critical size of two when no such regime exists.

Farther out the limits appear. The master equation gives a flux exponent of 2.005 and a slope of 0.604 eV at 290 K, and 3.949 and 2.355 eV at 380 K. The last two are still slightly below 4 and 2.40 eV because p_2/p_3 = (C/B)u vanishes only linearly in u.

If clusters cannot change shape, the trimer step is less effective. For u ≪ 1, only an atom filling the inner corner of a bent trimer makes the stable square, and C falls to 4. The master equation without relaxation gives 4.00 at u = 10⁻⁴, y = 10¹². At u = 1/3, with the sink at size six, it gives an effective C of 21.9, whereas a window would need more than B²/A = 36. This effective C lumps the trimer step with all later steps, and it falls to about 20 when the sink is moved to size nine. Resolved step by step at u = 1/3, the shares of steps 1 to 5 are about 0.27, 0.27, 0.25, 0.14 and 0.06. The dimer step ties there for the largest share, but for u between 0.02 and 3 its share stays below 0.3, so frozen shapes give no plateau at size two either.

Real clusters may lie between the two limits. If a shape change must first break a bond, its rate is only about w/y. An open tetramer loses an atom about as fast, so many tetramers break up before they can close into a square. The amplitude C = 44, the counted window and the crossover temperatures above therefore require shape changes much faster than w/y.

**What breaks the direct jump**

The equality J_2² = J_1 J_3 is marginal, so a change in the energy or weight of one cluster matters.

*Diagonal attraction.* Let diagonal neighbours in a cluster gain a further energy ε ≪ Eb. The bent trimer then has binding energy 2Eb + ε. With equal amplitudes J_2/J_1 = u still, but J_3/J_2 = u exp(ε/kT). Size 2 is the minimum between (Ea+Eb)/(kL) and (Ea+Eb+ε)/(kL), a width of ε/(kL). For ε = 0.05 eV this is 18 K, from 329 to 347 K. With counted shapes, C becomes 16 + 28 exp(ε/kT) and the window lies at 341 to 358 K. The dimer share then peaks at only 0.52, so this is still a crossover rather than a plateau. If the diagonal interaction is instead a repulsion of 0.05 eV, the straight trimer keeps its energy 2Eb, and a scan from 280 to 370 K over sizes up to eight finds only 1 and 3.

*Dimer weight.* Vibrations can change the statistical weight of a cluster. If that of the dimer is three times lower, B = 4 and the counted window becomes 1/11 < u < 1, or 329 to 356 K. Raising the dimer weight by 11 % or more closes the window, since then B² > AC.

**Limits on a real surface**

The parameters are round values chosen for illustration; they are not fitted to any material. One assumption that can fail is a perfect terrace. Suppose a fraction c = 10⁻⁵ of the sites are point defects that bind an adatom by an extra Et = 0.40 eV. With g = exp(Et/kT), a trap is filled with probability xg/(1+xg). Adatom capture at filled traps, relative to pair formation on the terrace, is then cg/(1+xg) = 13 at T13. Nucleation would then start mainly at the defects, and the terrace result would not describe the early island density. The traps number only cN0 = 6.25 × 10⁹ cm⁻², however, so they cannot supply more islands than that.

Desorption control also has a time limit. As islands accumulate and grow, they capture more adatoms and can replace desorption as the main loss. The formulas for T13 and T37 apply only before that happens. The limit cannot be found by letting every edge site of an island gain atoms at rate wx, because a growing island depletes the adatoms around it. At T13 an adatom lives 1.35 × 10⁻⁶ s and makes about 1160 hops, so its diffusion length, the square root of diffusion coefficient times lifetime, is only √(1163/4) ≈ 17 site spacings. An island therefore collects adatoms from a surrounding strip of roughly this width. The island density, the time of 76 s and the direct-impingement ratio near the end of the output ignore this depletion and should not be used as limits.

Near T37 the clusters also need time to reach equilibrium. A square tetramer loses an atom directly at a rate 4w/y², which is about once a minute there. If it can first change to a more open shape, it can lose an atom sooner, so the time needed depends on how fast shapes change.

So your triple crossing is correct for strictly additive bonds and equal amplitudes. Before using it on data, compare ε/(kL) with the width of the crossover (about 35 K here; the dimer share reaches 0.69 when the two are equal and 0.9 only when ε/(kL) is about twice as large), and check whether defects control the nucleation. The numerical output below lists the main values used here.

Calculated quantities

```
Ea, Ed, Eb = 0.40, 0.20, 0.50 eV; nu = 1.0e+12 1/s
site spacing = 0.40 nm; N0 = 6.250e+14 1/cm2
flux = 1.0e+13 1/(cm2 s); F = 0.0160 1/s; ln(nu/F) = 31.766
largest bond numbers, sizes 1 to 8: [0, 1, 2, 4, 5, 7, 8, 10]
sizes tied at a = 1: [1, 2, 3]
sizes tied at a = 3/2: [3, 5, 7]
T13 (jump 1 to 3) = 328.78 K = 55.6 C
T37 (jump 3 to 7) = 420.11 K
T = 300.00 K: x = 8.391e-08, w = 4.367e+08 1/s, u = 21.06
  equal-amplitude J1, J2, J3 = 1.922e+09, 4.047e+10, 8.523e+11 1/(cm2 s)
T = 328.78 K: x = 2.166e-08, w = 8.595e+08 1/s, u = 1
  equal-amplitude J1, J2, J3 = 2.520e+08, 2.520e+08, 2.520e+08 1/(cm2 s)
T = 360.00 K: x = 6.366e-09, w = 1.585e+09 1/s, u = 0.06362
  equal-amplitude J1, J2, J3 = 4.016e+07, 2.555e+06, 1.625e+05 1/(cm2 s)
slope of ln J against 1/kT: i=1 0.60, i=3 2.40 eV
network at 290 K: flux exponent 2.005, slope 0.604 eV
network at 380 K: flux exponent 3.949, slope 2.355 eV
counted amplitudes A, B, C = 4, 12, 44
largest relative gap, network to series formula = 8.0e-04
counted window of size 2: 340.56 to 342.80 K, width 2.24 K
largest share of size 2 in the resistance = 0.356
mean size 1.25, 2, 2.75 at 325.0, 341.7, 360.1 K
d(mean size)/d(ln x) at mean size 2 = -0.644 (network)
frozen shapes: trimer amplitude at small u = 4.002
frozen shapes: effective C at u = 1/3: 21.9, needed for a window: 36
dimer weight / 3: window 328.8 to 355.6 K, width 26.8 K
diagonal attraction 0.05 eV: window 328.8 to 347.0 K, width 18.3 K
diagonal repulsion 0.05 eV: sizes below 370 K: [1, 3]
counted series rate at T13 = 7.077e+08 1/(cm2 s)
adatom lifetime at T13 = 1.354e-06 s; hops = 1163
direct impingement / diffusion capture = 8.60e-04
traps: fraction 1e-05, energy 0.40 eV
capture at filled traps / terrace pair rate = 13.2
island density that halves x (10 edge sites each) = 5.37e+10 1/cm2
time to reach it at the T13 rate = 76 s
```
